**Minimum solubility of an amphoteric hydroxide, compared with a simulated titration**

For a solid hydroxide in equilibrium with a cation of charge +a and an anion of charge −b, the dissolved metal is S = K_c h^a + K_a h^(−b), where h = [H⁺] and K_c, K_a are the proton-form dissolution constants. With N = a + b, the minimum lies at pH_min = (1/N) log10[aK_c/(bK_a)] and has the value S_min = N (K_c/b)^(b/N) (K_a/a)^(a/N). The program solves the charge balance along an acid–base titration, minimizes the dissolved metal over the titrant, and asserts agreement with both formulas for five parameter sets. It also asserts the zero net metal charge at the minimum, the offset from the crossing of the two solubility lines, the shape and curvature of the minimum, and the position of the pure-water pH between pH_min and neutrality. Further assertions cover the independence of S_min from the ion product of water at fixed hydroxide-form constants, and the effect of added neutral, cationic and anionic species. For the model hydroxide with a = 3 and b = 1, the output shows pH_min = 6.12 and S_min = 1.75 × 10⁻⁹ mol/L. The total solubility at the pH of the line crossing is 14 per cent above this minimum, and the solubility in pure water is 5.4 times the minimum.

## Program and output

```python
"""Minimum solubility of an amphoteric metal hydroxide.

Result under test: for a solid in equilibrium with a cation of charge +a
and an anion of charge -b, the dissolved metal S = Kc*h**a + Ka*h**(-b)
has its minimum at
    pH_min = log10(a*Kc/(b*Ka))/(a+b),
    S_min  = (a+b)*(Kc/b)**(b/(a+b))*(Ka/a)**(a/(a+b)).
h = [H+]; Ks = [cation][OH-]**a; Kb = [anion]/[OH-]**b;
Kw = [H+][OH-]; Kc = Ks/Kw**a; Ka = Kb*Kw**b.
All concentrations are relative to 1 mol/L; constants are conditional.
The independent road solves the charge balance along a titration and
minimises the dissolved metal over the amount of titrant.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

LN10 = np.log(10.0)


def dissolved(pH, system):
    """Cation and anion from the hydroxide-form mass-action laws."""
    a, b, Ks, Kb, pKw = system
    oh = 10.0 ** (pH - pKw)
    return Ks / oh ** a, Kb * oh ** b


def solubility(pH, system):
    return sum(dissolved(pH, system))


def titration_pH(X, system):
    """pH at net strong-base cation concentration X (negative: acid)."""
    a, b, _, _, pKw = system

    def charge(pH):
        cation, anion = dissolved(pH, system)
        return (X + 10.0 ** (-pH) + a * cation
                - 10.0 ** (pH - pKw) - b * anion)
    return brentq(charge, 0.0, 14.0, xtol=1e-13)


def titration_minimum(system):
    """Minimise dissolved metal over titrant, using X = 1e-7*sinh(t)."""
    def objective(t):
        pH = titration_pH(1e-7 * np.sinh(t), system)
        return np.log(solubility(pH, system))
    best = minimize_scalar(objective, bounds=(-12.0, 12.0),
                           method="bounded", options={"xatol": 1e-9})
    X = 1e-7 * np.sinh(best.x)
    pH = titration_pH(X, system)
    return X, pH, solubility(pH, system)


def proton_constants(system):
    a, b, Ks, Kb, pKw = system
    Kw = 10.0 ** (-pKw)
    return Ks / Kw ** a, Kb * Kw ** b


def closed_form(system):
    a, b = system[:2]
    Kc, Ka = proton_constants(system)
    N = a + b
    pH = np.log10(a * Kc / (b * Ka)) / N
    S = N * (Kc / b) ** (b / N) * (Ka / a) ** (a / N)
    return pH, S


example = (3, 1, 1e-33, 1e-1, 14.0)
other_Kw = (3, 1, 1e-33, 1e-1, 13.0)
systems = [example, other_Kw, (2, 2, 1e-17, 1e-2, 14.0),
           (2, 1, 1e-15, 1e-3, 14.0), (1, 2, 1e-9, 1e-1, 14.0)]

# Closed formulas against the titration, for several charge pairs.
max_pH_error = 0.0
max_S_error = 0.0
for system in systems:
    a, b, Ks, Kb, pKw = system
    N = a + b
    X, pH_num, S_num = titration_minimum(system)
    pH_for, S_for = closed_form(system)
    max_pH_error = max(max_pH_error, abs(pH_num - pH_for))
    max_S_error = max(max_S_error, abs(S_num / S_for - 1.0))
    assert abs(pH_num - pH_for) < 1e-5
    assert abs(S_num / S_for - 1.0) < 1e-8
    # Hydroxide form of the optimum pH.
    assert abs(pH_num - pKw - np.log10(a * Ks / (b * Kb)) / N) < 1e-5
    # Zero net metal charge and species fractions at the minimum.
    cation, anion = dissolved(pH_num, system)
    assert abs(a * cation - b * anion) / S_num < 1e-4
    assert abs(cation / S_num - b / N) < 1e-4
    # Titrant needed at the minimum.
    X_for = 10.0 ** (pH_for - pKw) - 10.0 ** (-pH_for)
    assert abs(X / X_for - 1.0) < 1e-4
    # Crossing of the two species lines, found as a root.
    pH_x = brentq(lambda p: np.log(dissolved(p, system)[0]
                                   / dissolved(p, system)[1]), 0.0, 14.0)
    assert abs(pH_num - pH_x - np.log10(a / b) / N) < 1e-5
    ratio_x = 2.0 / N * a ** (a / N) * b ** (b / N)
    assert abs(solubility(pH_x, system) / S_num - ratio_x) < 1e-7
    # Shape away from the minimum and curvature at it.
    for d in (-1.5, -1.0, -0.2, 0.3, 1.0, 2.0):
        shape = (b * 10.0 ** (-a * d) + a * 10.0 ** (b * d)) / N
        direct = solubility(pH_num + d, system) / S_num
        assert abs(direct / shape - 1.0) < 1e-4
    step = 1e-3
    logs = [np.log(solubility(pH_num + k * step, system))
            for k in (-1, 0, 1)]
    curvature = (logs[0] - 2.0 * logs[1] + logs[2]) / step ** 2
    assert abs(curvature / (a * b * LN10 ** 2) - 1.0) < 1e-4
    # Pure water lies between the minimum and neutrality.
    pH_w = titration_pH(0.0, system)
    low, high = sorted((pH_num, pKw / 2.0))
    assert low < pH_w < high
    assert solubility(pH_w, system) > S_num

# At fixed Ks and Kb, changing Kw moves the pH but not the minimum S.
run_14 = titration_minimum(example)
run_13 = titration_minimum(other_Kw)
assert abs(run_14[2] / run_13[2] - 1.0) < 1e-8
assert abs(run_14[1] - run_13[1] - 1.0) < 1e-5

# Omitted mononuclear species: list of (charge, proton-form constant).
Kc, Ka = proton_constants(example)
base = [(3, Kc), (-1, Ka)]
K_neutral, K_plus, K_minus = 1e-9, 1e-3, 1e-15


def total(pH, species):
    return sum(K * 10.0 ** (-q * pH) for q, K in species)


def minimum_of(species):
    best = minimize_scalar(lambda p: np.log(total(p, species)),
                           bounds=(3.0, 9.0), method="bounded",
                           options={"xatol": 1e-10})
    return best.x, total(best.x, species)


pH_min, S_min = closed_form(example)
pH_0, S_0 = minimum_of(base + [(0, K_neutral)])
pH_p, S_p = minimum_of(base + [(1, K_plus)])
pH_m, S_m = minimum_of(base + [(-1, K_minus)])
assert abs(pH_0 - pH_min) < 1e-5
assert abs((S_0 - S_min) / K_neutral - 1.0) < 1e-7
assert pH_p > pH_min + 1e-3
assert pH_m < pH_min - 1e-3

# Slope of dissolved metal equals -ln(10) times its net charge.
mixture = base + [(0, K_neutral), (1, K_plus)]
for pH in (5.0, 5.8, 6.5, 7.5):
    e = 1e-4
    slope = (total(pH + e, mixture) - total(pH - e, mixture)) / (2 * e)
    net = sum(q * K * 10.0 ** (-q * pH) for q, K in mixture)
    assert abs(slope / (-LN10 * net) - 1.0) < 1e-5

# Worked example.
a, b, Ks, Kb, pKw = example
X_min, pH_num, S_num = run_14
cation, anion = dissolved(pH_min, example)
pH_x = brentq(lambda p: np.log(dissolved(p, example)[0]
                               / dissolved(p, example)[1]), 0.0, 14.0)
S_x = solubility(pH_x, example)
pH_w = titration_pH(0.0, example)
S_w = solubility(pH_w, example)
S_low = solubility(pH_min - 1.0, example)
S_high = solubility(pH_min + 1.0, example)

print("MODEL INPUT (constants relative to 1 mol/L)")
print(f"cation charge a = {a}, anion charge magnitude b = {b}")
print(f"log10 Ks = {np.log10(Ks):.1f}, log10 Kb = {np.log10(Kb):.1f}")
print(f"pKw = {pKw:.1f}")
print(f"log10 Kc = {np.log10(Kc):.1f}, log10 Ka = {np.log10(Ka):.1f}")
print("MINIMUM")
print(f"pH_min, formula = {pH_min:.4f}")
print(f"pH_min, titration = {pH_num:.4f}")
print(f"[H+] at minimum = {10.0 ** (-pH_min):.4e} mol/L")
print(f"S_min, formula = {S_min:.4e} mol/L")
print(f"S_min, titration = {S_num:.4e} mol/L")
print(f"log10 S_min = {np.log10(S_min):.4f}")
print(f"cation at minimum = {cation:.4e} mol/L")
print(f"anion at minimum = {anion:.4e} mol/L")
print(f"cation fraction = {cation / S_min:.4f}")
print(f"net strong-base cation X = {X_min:.4e} mol/L")
print("LINE CROSSING")
print(f"pH_x = {pH_x:.4f}, pH_min - pH_x = {pH_min - pH_x:.4f}")
print(f"S_x = {S_x:.4e} mol/L, S_x/S_min = {S_x / S_min:.4f}")
print("ONE pH UNIT FROM THE MINIMUM")
print(f"acid side: S = {S_low:.4e} mol/L, ratio = {S_low / S_min:.2f}")
print(f"base side: S = {S_high:.4e} mol/L, ratio = {S_high / S_min:.2f}")
print("SOLID IN PURE WATER")
print(f"pH = {pH_w:.4f}, S = {S_w:.4e} mol/L")
print(f"S/S_min = {S_w / S_min:.3f}")
print("OTHER ION PRODUCT, SAME Ks AND Kb")
print(f"pKw = {other_Kw[4]:.1f}: pH_min = {run_13[1]:.4f}")
print(f"S_min = {run_13[2]:.4e} mol/L")
print("ONE ADDED SPECIES (proton-form constant K)")
print(f"charge 0, K = {K_neutral:.0e}: pH_min = {pH_0:.4f}, "
      f"S_min = {S_0:.4e} mol/L")
print(f"charge +1, K = {K_plus:.0e}: pH_min = {pH_p:.4f}, "
      f"S_min = {S_p:.4e} mol/L")
print(f"charge -1, K = {K_minus:.0e}: pH_min = {pH_m:.4f}, "
      f"S_min = {S_m:.4e} mol/L")
print("FORMULA AGAINST TITRATION")
print(f"number of systems = {len(systems)}")
print(f"largest pH difference = {max_pH_error:.1e}")
print(f"largest relative S difference = {max_S_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL INPUT (constants relative to 1 mol/L)
cation charge a = 3, anion charge magnitude b = 1
log10 Ks = -33.0, log10 Kb = -1.0
pKw = 14.0
log10 Kc = 9.0, log10 Ka = -15.0
MINIMUM
pH_min, formula = 6.1193
pH_min, titration = 6.1193
[H+] at minimum = 7.5984e-07 mol/L
S_min, formula = 1.7548e-09 mol/L
S_min, titration = 1.7548e-09 mol/L
log10 S_min = -8.7558
cation at minimum = 4.3869e-10 mol/L
anion at minimum = 1.3161e-09 mol/L
cation fraction = 0.2500
net strong-base cation X = -7.4667e-07 mol/L
LINE CROSSING
pH_x = 6.0000, pH_min - pH_x = 0.1193
S_x = 2.0000e-09 mol/L, S_x/S_min = 1.1398
ONE pH UNIT FROM THE MINIMUM
acid side: S = 4.3882e-07 mol/L, ratio = 250.07
base side: S = 1.3161e-08 mol/L, ratio = 7.50
SOLID IN PURE WATER
pH = 6.9793, S = 9.5359e-09 mol/L
S/S_min = 5.434
OTHER ION PRODUCT, SAME Ks AND Kb
pKw = 13.0: pH_min = 5.1193
S_min = 1.7548e-09 mol/L
ONE ADDED SPECIES (proton-form constant K)
charge 0, K = 1e-09: pH_min = 6.1193, S_min = 2.7548e-09 mol/L
charge +1, K = 1e-03: pH_min = 6.1811, S_min = 2.4626e-09 mol/L
charge -1, K = 1e-15: pH_min = 6.0440, S_min = 2.9512e-09 mol/L
FORMULA AGAINST TITRATION
number of systems = 5
largest pH difference = 1.4e-08
largest relative S difference = 6.7e-16
ALL CHECKS PASSED
```
